# Corner turn-on in doped and undoped trigate fins

**Q.** A trigate fin has two sharp upper corners, and each is gripped by two gate faces. Field lines crowd there, as at the tip of a lightning rod. So the corners must invert first, and every such fin has a parasitic low-threshold channel along its edges. The doping can only change the details.

**A.** Let us see what the potential does before any channel exists. Take a long fin, uniform along the current direction, with small drain bias, so that a two-dimensional cross-section suffices. The gate covers the top and both sides, and I neglect the field through the bottom. Carriers follow Boltzmann statistics. I measure the potential \(\phi\) from the level at which the electron density \(n\) equals \(n_i\), and take a midgap gate, so that \(\phi=V_G\) on the gate; another work function shifts \(V_G\) rigidly. With acceptor density \(N_A\), Poisson's equation in the silicon is

\[
\nabla\!\cdot(\varepsilon\nabla\phi)=q\,(n-p+N_A),\qquad n=n_ie^{\phi/V_T},\quad p=n_ie^{-\phi/V_T},
\]

with \(V_T=kT/q\). In the oxide the right side is zero. Now remove the dopants and stay far enough below threshold to drop the carriers as well. What is \(\phi\)?

**Q.** Something peaked at the corner, I suppose.

**A.** Try \(\phi=V_G\) everywhere. Its gradient is zero, so it satisfies the equation, the gate condition and the zero-field condition at the bottom. If there were a second solution, the difference \(w\) would vanish on the gate and obey \(\nabla\cdot(\varepsilon\nabla w)=0\). Multiplying by \(w\) and integrating by parts, with no boundary term left, gives

\[
\int\varepsilon|\nabla w|^2\,dA=0 ,
\]

so \(w\) is constant, hence zero. The corner shape and the oxide thickness never entered. The lightning rod needs a field to concentrate, and here there is none. The electron density is the same at the corner, on the side and in the middle of the fin.

**Q.** Yet simulations of heavily doped fins do show corner conduction. Where does it come from?

**A.** From the acceptor charge. Suppose the fin is fully depleted and still below threshold, so that the right side is \(qN_A\) in silicon. Define a geometric function \(u\), with the dimension of area, by

\[
-\nabla\!\cdot(\varepsilon\nabla u)=\begin{cases}\varepsilon_{\rm Si}&\text{silicon}\\0&\text{oxide}\end{cases},\qquad u=0\ \text{on the gate},
\]

and zero normal derivative at the bottom. Then

\[
\phi=V_G-\frac{qN_A}{\varepsilon_{\rm Si}}\,u
\]

is the solution: the constant \(V_G\) drops out of the derivative, and the two minus signs give \(\nabla\cdot(\varepsilon\nabla\phi)=+qN_A\). Subtracting the values at two points,

\[
\phi_{\rm corner}-\phi_{\rm side}=\frac{qN_A}{\varepsilon_{\rm Si}}\,(u_{\rm side}-u_{\rm corner}).
\]

Geometry supplies the bracket; the depletion charge multiplies it.

**Q.** What does \(u\) measure physically?

**A.** How far the potential at a point sags below the gate per unit of depletion charge. Far below the top of a tall fin of width \(W\), the problem depends on \(x\) alone, measured from the mid-plane. There \(-u''=1\) in silicon, and symmetry gives \(u'=-x\). At the wall, \(x=W/2\), continuity of \(\varepsilon u'\) with the linear drop across an oxide of thickness \(t_{\rm ox}\) requires

\[
\varepsilon_{\rm Si}\frac W2=\varepsilon_{\rm ox}\frac{u_{\rm side}}{t_{\rm ox}}
\quad\Rightarrow\quad
u_{\rm side}=\frac{\varepsilon_{\rm Si}}{\varepsilon_{\rm ox}}\,t_{\rm ox}\frac W2 .
\]

Integrating \(u'=-x\) from the centre to the wall adds \(W^2/8\) at the centre. At a corner, the flux from the nearby depletion charge can leave through two oxide faces instead of one, so the sag is smaller.

**Q.** Put numbers in.

**A.** Take \(W=20\) nm, height 30 nm, \(t_{\rm ox}=2\) nm, relative permittivities 11.7 and 3.9, \(n_i=10^{10}\ \mathrm{cm^{-3}}\) and 300 K, where \(V_T=25.85\) mV. The tall-fin formula gives \(u_{\rm side}=3\times2\times10=60\ \mathrm{nm^2}\). In the actual fin, solved in two dimensions, the top gate lowers this to 51.6 nm² at mid-height, and the corner has 19.5 nm². The difference is 32.1 nm². The corner value is sensitive to the mesh: grids refined toward the corner give 19.7 nm² and a difference of 31.8 nm², so the leads quoted below are about 1% high (246 mV in place of 248 mV).

For \(N_A=5\times10^{18}\ \mathrm{cm^{-3}}\),

\[
\frac{qN_A}{\varepsilon_{\rm Si}}=\frac{(1.602\times10^{-19}\,\mathrm C)(5\times10^{24}\,\mathrm{m^{-3}})}{11.7\times8.854\times10^{-12}\,\mathrm{F/m}}=7.73\ \mathrm{mV/nm^2},
\]

so the corner leads by \(7.73\times32.1\approx248\) mV. The full nonlinear Poisson solution, with electrons and holes, also gives 248 mV when the corner density is \(10^{16}\ \mathrm{cm^{-3}}\). The corner density then exceeds that at mid-side by \(e^{248/25.85}\approx1.5\times10^4\).

**Q.** You assumed full depletion. Is that safe at such doping?

**A.** For this fin, yes, provided the gate voltage is above about 0.35 V. The largest sag is at the bottom centre, where \(u=103\ \mathrm{nm^2}\). At the gate voltage just used, 0.508 V, the potential there is \(0.508-0.00773\times103.3\approx-0.29\) V. The hole density is \(10^{10}e^{0.29/0.02585}\), a little under \(10^{15}\ \mathrm{cm^{-3}}\), far below \(N_A\). At lower gate voltage holes return to the centre: at the bottom centre they reach 0.16 \(N_A\) at 0.3 V and about 0.8 \(N_A\) at 0 V, and the lead drops to about 242 and 174 mV. In that range, or in a wider or more heavily doped fin, the centre can be partly or fully neutral, and the formula with \(u\) must then be replaced by the full equation.

**Q.** Then an undoped fin has no corner lead whatever?

**A.** None in the limit of vanishing carrier density. But electrons are charge too, and we can bound what they do. Set \(N_A=0\), \(V_G>0\), and let \(d=V_G-\phi\) be the sag. I need one lemma: if \(-\nabla\cdot(\varepsilon\nabla f)\ge0\), with \(f\ge0\) on the gate and no normal field at the bottom, then \(f\ge0\) everywhere. To see it, multiply by \(f_-=\min(f,0)\), which vanishes on the gate, and integrate by parts:

\[
\int\varepsilon|\nabla f_-|^2dA=\int f_-\,[-\nabla\!\cdot(\varepsilon\nabla f)]\,dA\le0 ,
\]

so \(f_-=0\).

First, \(\phi\ge0\). Wherever \(\phi<0\), \(n-p\) is negative or, in the oxide, the charge is zero. Hence \(-\nabla\cdot(\varepsilon\nabla\phi)\ge0\) there, and the same multiplication, now by \(\min(\phi,0)\), excludes such a region. So \(n-p\ge0\). Next,

\[
-\nabla\!\cdot(\varepsilon\nabla d)=q(n-p)\ge0\quad\text{in silicon},
\]

so \(d\ge0\), which means \(\phi\le V_G\) and \(n\le n_0\equiv n_ie^{V_G/V_T}\). Finally apply the lemma to \(f=(qn_0/\varepsilon_{\rm Si})u-d\). Its source in silicon is \(q[n_0-(n-p)]\ge0\), and therefore

\[
0\le V_G-\phi\le\frac{qn_0}{\varepsilon_{\rm Si}}\,u .
\]

When the sag is small compared with \(V_T\) and holes are negligible, \(n\approx n_0\) throughout, and to first order

\[
\phi_{\rm corner}-\phi_{\rm side}\approx\frac{qn_0}{\varepsilon_{\rm Si}}(u_{\rm side}-u_{\rm corner}).
\]

This is the doped formula with mobile charge in place of acceptors. At \(n_0=10^{16}\ \mathrm{cm^{-3}}\), 500 times below the heavy doping, it gives \(248/500\approx0.50\) mV; the nonlinear solution gives 0.47 mV.

**Q.** Half a millivolt in deep subthreshold is easy. What happens at turn-on?

**A.** Call a point "on" when its electron density reaches \(10^{17}\ \mathrm{cm^{-3}}\). With geometry and gate work function held fixed:

| Fin | Corner on | Mid-side on | Difference |
|---|---:|---:|---:|
| undoped | 0.419 V | 0.424 V | 4.7 mV |
| doped | 0.567 V | 0.823 V | 256 mV |

The last digits are not firm: a finer mesh and finer gate steps put the doped corner at 0.569 V and give differences of 4.5 and 253 mV. The undoped difference is well below \(V_T\). The doped one is slightly above 248 mV because, by the time the side turns on, electrons have added to the negative charge and deepened the sag.

Notice also that the doped corner turns on later than the undoped one. Doping raises the local threshold everywhere; it raises it less at the corner. "Early" means early relative to the sides of the same fin.

**Q.** Densities at two points do not make a channel. Would I see this in the current?

**A.** For small drain bias \(V_D\), gate length \(L\) and uniform mobility \(\mu\), the current is \(I=q\mu QV_D/L\), where \(Q\) is the number of electrons per unit length of fin. Peaks in \(d^2Q/dV_G^2\) are therefore peaks in the slope of the transconductance. Sampled in 20 mV gate steps, the undoped fin has one maximum, at 0.44 V. The doped fin has two: one at 0.76 V, with relative height 0.80, and a higher one at 0.94 V. The dip between them is shallow, so the two turn-ons overlap, and the top face adds its own curvature maximum between them, near 0.85 V. The positions are good to about 10 mV. At both doped peaks the corner density already exceeds the effective density of states of the conduction band. With Fermi–Dirac statistics the first peak moves to about 0.77 V and becomes little more than a shoulder, of height 0.79 over a dip of 0.76.

The first doped peak comes well after the corner point reaches \(10^{17}\ \mathrm{cm^{-3}}\), since a point holds little charge. Even two corner squares of 5 nm side, uniformly filled to that density, would contain \(50\ \mathrm{nm^2}\times10^{-4}\ \mathrm{nm^{-3}}=0.005\) electrons per nm. The full undoped section, \(600\ \mathrm{nm^2}\), would contain 0.06.

Those squares also show where the subthreshold electrons are. They occupy 8.3% of the silicon area. At a corner density near \(10^{16}\ \mathrm{cm^{-3}}\) they hold 8.5% of the electrons in the undoped fin and 97% in the doped one.

**Q.** But I have seen maps of undoped fins in strong inversion with bright corners.

**A.** This model shows them too. At \(V_G=0.80\) V the undoped corner has 8.7 times the mid-side density. Inversion charge now produces the sag, and the corner sags less. That is crowding within a channel that has already formed, and it leaves the turn-on curve with its single maximum. The factor itself is rough: the calculated corner density is 6.8 times the effective density of states of the conduction band, so Boltzmann statistics fail there. A finer mesh lowers the two numbers to 8.4 and 6.5, and Fermi–Dirac statistics lower the ratio to about 4.7.

**Q.** How little doping counts as undoped?

**A.** Set the lead equal to \(V_T\) and solve for the doping:

\[
N^*=\frac{\varepsilon_{\rm Si}V_T}{q\,(u_{\rm side}-u_{\rm corner})}\approx5.2\times10^{17}\ \mathrm{cm^{-3}}
\]

for this fin. At \(10^{18}\ \mathrm{cm^{-3}}\) the lead is 50 mV; a residual \(10^{16}\ \mathrm{cm^{-3}}\) contributes 0.5 mV. Nothing switches abruptly at \(N^*\), and another cross-section has another value. Nor does \(N^*\) mark the hump. At \(N^*\) the corner squares hold about 20% of the subthreshold electrons. With Boltzmann statistics \(d^2Q/dV_G^2\) still has a single maximum at \(3\times10^{18}\ \mathrm{cm^{-3}}\), and a weak second one has appeared by \(4\times10^{18}\ \mathrm{cm^{-3}}\).

**Q.** Electrons are waves. Can they even fit into such a sharp corner?

**A.** Less easily than the classical density suggests. I solved the effective-mass equation in the subthreshold potentials, with hard walls and silicon's three valley pairs (masses 0.92 and 0.19 of the free-electron mass). Confinement lowers the total electron number by as much as a gate-voltage reduction of 109 mV would in the doped fin, and 10 mV in the undoped one. The share in the corner squares becomes 80% and 4.3%. The doped values move by about 1 mV and 1 point with a finer discretisation. These masses assume {100} walls; {110} sidewalls give about 115 mV, with nearly the same shares. The contrast survives: the doped corner still dominates, while the undoped corners hold less than their share of area, because the wavefunctions vanish at the walls. I have not recomputed the two current peaks with confinement, so their positions and separation remain classical results.

**Q.** And how close is all this to a real transistor?

**A.** The dimensions are round values chosen for illustration. A real fin may be narrower, with a rounded top and a short gate, and the gate length is the serious departure. Source and drain disturb the potential by an amount that decays along this fin over 9.0 nm. At the middle of a 200 nm gate the factor is \(e^{-100/9.0}\approx10^{-5}\); for a 20 nm gate it is \(e^{-10/9.0}\approx0.33\). If each end contributes roughly 0.2 V, the mid-channel potential of the 20 nm gate rises by roughly 0.14 V at the fin centre, 0.08 V at mid-side and 0.03 V at the corner. The corner then lags, by far more than the undoped lead of 0.5 mV. The flat-potential result therefore belongs to long channels; this lag falls to 0.5 mV only at a gate length a little above 100 nm. The 9.0 nm length also assumes no field through the bottom. Over a 145 nm buried oxide a slower mode decays in about 46 nm and keeps a factor 0.11 at the middle of the 200 nm gate. It reaches the fin only weakly, but can shift mid-side against the corner by a few tenths of a millivolt.

Other simplifications remain. At \(V_G=0.357\) V, with carriers neglected, a grounded substrate (\(\phi=0\)) under 145 nm of buried oxide, estimated as a simple column beneath the fin, puts the undoped corner about 0.9 mV above mid-side and 9 mV above the bottom centre; a two-dimensional buried oxide with the gate lying on it gives 0.7 and 7 mV. The same path lets depletion flux escape through the bottom and lowers the doped lead by about 20 mV. In the doped fin a 5 nm cube contains on average 0.6 acceptors, so the smooth charge I used is an average, and a real corner threshold would vary along the edge. At the end of the doped sweep, 1.60 V, the side oxide carries 4.9 MV/cm. That is below a rough breakdown scale of 10 MV/cm. At the sharp corner, however, the oxide field does crowd once the surface is inverted: it is 7–9 MV/cm at 0.1 nm from the edge and rises further toward it. Gate tunnelling through 2 nm of oxide is left out.

**Q.** So if I see a corner hump in a long fin, I should ask about the charge in the body before blaming the sharp edge?

**A.** Yes. The whole cross-section, oxide and edge included, determines \(u_{\rm side}-u_{\rm corner}\), and rounding the edge changes that difference: with a conformal oxide, radii of 2 and 5 nm lower it from 32 to about 27 and 21 nm². But in a long undoped fin with clean interfaces and one work function on all three faces there is almost no charge below threshold for the difference to multiply, so rounding has almost no early corner channel to remove. Ask about fixed interface charge too. A uniform negative sheet on the gate-oxide interface puts the corner ahead of mid-side by about 2 mV at \(10^{11}\ \mathrm{cm^{-2}}\) and 19 mV at \(10^{12}\ \mathrm{cm^{-2}}\), and the same sheet at the bottom interface does nearly as much. Positive charge reverses the sign. The numerical output below gives the remaining values, including the sampled turn-on curves.

## Calculated quantities

```
temperature: 300 K
thermal voltage: 25.85 mV
fin width: 20 nm
fin height: 30 nm
oxide thickness: 2 nm
relative permittivity Si: 11.7
relative permittivity oxide: 3.9
intrinsic density: 1e+10 cm^-3
heavy doping: 5e+18 cm^-3
u side, tall fin, 1D formula: 60 nm^2
u side, tall fin, 2D solver: 60 nm^2
one-permittivity corner u, solver: 4.344 nm^2
one-permittivity corner u, series: 4.348 nm^2
u corner: 19.47 nm^2
u middle of side: 51.57 nm^2
u middle of top: 40.58 nm^2
u bottom centre: 103.3 nm^2
u side minus corner: 32.1 nm^2
same, refined mesh: 31.98 nm^2
lead at 1e+18 cm^-3, full: 49.63 mV
lead at 1e+18 cm^-3, formula: 49.64 mV
lead at 5e+18 cm^-3, full: 248.2 mV
lead at 5e+18 cm^-3, formula: 248.2 mV
probe electron density: 1e+16 cm^-3
lead undoped at probe, full: 0.473 mV
lead undoped at probe, first order: 0.496 mV
lead for residual 1e16 cm^-3: 0.496 mV
doping where lead = kT/q: 5.21e+17 cm^-3
gate voltage at probe, undoped: 0.3572 V
gate voltage at probe, doped: 0.5077 V
corner squares, side length: 5 nm
corner squares, area share: 8.33 %
electron share there, undoped: 8.49 %
electron share there, doped: 97.3 %
local turn-on density: 1e+17 cm^-3
undoped turn-on corner, side: 0.4192, 0.4239 V
undoped turn-on split: 4.7 mV
undoped curvature maxima (V, relative height): 0.44, 1.00
undoped curvature, V:height: 0.30:0.03 0.40:0.69 0.50:0.81 0.60:0.39 0.70:0.21 0.80:0.12 0.90:0.08 1.00:0.05
doped turn-on corner, side: 0.5673, 0.8228 V
doped turn-on split: 255.5 mV
doped curvature maxima (V, relative height): 0.76, 0.80; 0.94, 1.00
doped curvature, V:height: 0.50:0.00 0.60:0.02 0.70:0.53 0.80:0.76 0.90:0.87 1.00:0.80 1.10:0.30 1.20:0.14 1.30:0.08 1.40:0.05 1.50:0.04
undoped corner/side density at 0.80 V: 8.73
quantum shift, undoped: 9.62 mV
quantum shift, doped: 109 mV
quantum corner share, undoped: 4.26 %
quantum corner share, doped: 79.9 %
source/drain decay length: 9.03 nm
buried oxide thickness: 145 nm
BOX column: corner minus side: 0.941 mV
BOX column: corner minus bottom: 8.87 mV
conduction-band density Nc: 2.74e+19 cm^-3
undoped corner density at 0.80 V / Nc: 6.78
doped side silicon field, 1D: 0.773 MV/cm
doped side oxide field at 1.60 V: 4.91 MV/cm
mean acceptors in a 5 nm cube: 0.625
```
